# Mott and Efros-Shklovskii Hopping Laws from Percolation Scaling

## The scaling that fixes the exponents

At low temperature, electrons in a lightly doped, compensated semiconductor move by hopping between localized impurity states. Let $\xi$ be the localization length, $r$ the hop distance and $\varepsilon$ the activation energy of a pair of states. The pair conductance is, up to slowly varying factors, $e^{-s}$ with

$$
s=\frac{2r}{\xi}+\frac{\varepsilon}{kT}.
$$

Suppose that conduction requires a connected path of pairs with $s\le\eta$. Dividing this condition by $\eta$ gives

$$
\frac{r}{\eta\xi/2}+\frac{\varepsilon}{\eta kT}\le 1 .
$$

Lengths are now measured in units of $\eta\xi/2$ and energies in units of $\eta kT$; no other scale is left in the condition. Whether a path exists can depend only on how many states lie in a volume $(\eta\xi)^3$ and an energy band of width $\eta kT$. At the threshold this number is a pure constant.

For a constant density of states $g_0$, counted per energy and volume, the number is proportional to

$$
g_0(\eta kT)(\eta\xi)^3=g_0kT\xi^3\,\eta^4 ,
$$

so $\eta\propto T^{-1/4}$. If instead $g(E)\propto E^2$, the number of states per volume in the band is proportional to $(\eta kT)^3$. The number then varies as $(\eta kT)^3(\eta\xi)^3\propto T^3\eta^6$, so $\eta\propto T^{-1/2}$. The rest of the text derives the pair conductance, makes the counting precise and finds the conditions for each law.

## Assumptions and theorem

Energies $E$ are measured from the chemical potential. The symbol $\kappa=4\pi\epsilon_0\epsilon_r$ contains the relative permittivity $\epsilon_r$, so two electrons at distance $r$ repel with energy $e^2/(\kappa r)$. The assumptions are:

1. The system is three-dimensional, without a magnetic field, and the response is ohmic. Each state holds zero or one electron, and wave functions decay as $e^{-r/\xi}$.
2. Electrons hop one at a time with the absorption or emission of a phonon. Occupations of different states are treated as independent in the rates (mean field).
3. The conductivity is governed by the percolation threshold $\eta$, the smallest value for which pairs with $s\le\eta$ span a large sample: $\ln\sigma=-\eta$ to leading order for $\eta\gg1$.
4. State positions are random and independent of the energies. Remark 3 relaxes this for the Coulomb gap.

**Theorem.** (a) If $g(E)=g_0$ for $|E|<\eta kT$, then

$$
\sigma\sim \exp\!\left[-\left(\frac{T_0}{T}\right)^{1/4}\right],\qquad kT_0=\frac{\beta_M}{g_0\xi^3}.
$$

(b) If $g(E)=\alpha(\kappa/e^2)^3E^2$ for $|E|<\eta kT$, with $\alpha$ a pure number, then

$$
\sigma\sim \exp\!\left[-\left(\frac{T_{ES}}{T}\right)^{1/2}\right],\qquad kT_{ES}=\beta_{ES}\frac{e^2}{\kappa\xi}.
$$

Here $\beta_M$ is a pure number, and $\beta_{ES}$ is a pure number that depends on $\alpha$. The sign $\sim$ means equality of the leading exponent; factors that vary as powers of $T$ are not determined.

## Lemma 1: the conductance of a pair

**Lemma 1.** For two states $i,j$, the linear conductance is $G_{ij}=e^2\Gamma_{ij}/(kT)$, where $\Gamma_{ij}$ is the equilibrium hopping rate in one direction.

**Proof.** Take $E_j>E_i$. A hop $i\to j$ absorbs a phonon and the reverse hop emits one. The transition amplitude contains the overlap of two exponential tails, which is $e^{-r/\xi}$ apart from powers of $r$. The golden rule squares it. With $f$ the occupation and $n$ the Bose function of the phonon energy,

$$
\Gamma_{ij}=\gamma e^{-2r/\xi}f_i(1-f_j)\,n,\qquad
\Gamma_{ji}=\gamma e^{-2r/\xi}f_j(1-f_i)(n+1).
$$

The factor $\gamma$ is common to both directions. Now apply a small field. It shifts the potential energy of state $i$ by $v_i$, and the local chemical potential changes by $\delta_i$. Hence

$$
\frac{f_i}{1-f_i}=e^{-(E_i-\delta_i)/kT},\qquad
\frac{n}{n+1}=e^{-(E_j+v_j-E_i-v_i)/kT}.
$$

In the ratio of the two rates the unperturbed energies cancel:

$$
\frac{\Gamma_{ij}}{\Gamma_{ji}}
=\exp\frac{-E_i+\delta_i+E_j-\delta_j-E_j-v_j+E_i+v_i}{kT}
=\exp\frac{u_i-u_j}{kT},
$$

where $u_i=v_i+\delta_i$ is the shift of the electrochemical potential. To first order,

$$
\Gamma_{ij}-\Gamma_{ji}=\Gamma_{ji}\left(e^{(u_i-u_j)/kT}-1\right)\simeq\Gamma_{ij}^{(0)}\,\frac{u_i-u_j}{kT}.
$$

The bracket is already of first order, so the prefactor may be taken at equilibrium, where the two rates are equal. The electric current is $e$ times the net rate and the voltage is $(u_i-u_j)/e$, both in magnitude. Their ratio is the stated conductance. $\square$

## Lemma 2: the activation energy

**Lemma 2.** When $|E_i|$, $|E_j|$ and $|E_i-E_j|$ are large compared with $kT$, the exponential part of $G_{ij}$ is $e^{-s_{ij}}$, with

$$
s_{ij}=\frac{2r_{ij}}{\xi}+\frac{\varepsilon_{ij}}{kT},\qquad
\varepsilon_{ij}=\tfrac12\big(|E_i|+|E_j|+|E_i-E_j|\big).
$$

**Proof.** Again let $E_j>E_i$. The Fermi function is close to 1 below the chemical potential and to $e^{-E/kT}$ above it. Therefore

$$
f_i\sim e^{-\max(E_i,0)/kT},\quad
1-f_j\sim e^{-\max(-E_j,0)/kT},\quad
n\sim e^{-(E_j-E_i)/kT}.
$$

Use $\max(x,0)=(|x|+x)/2$. The three energies add up to

$$
\frac{|E_i|+E_i}{2}+\frac{|E_j|-E_j}{2}+E_j-E_i
=\frac{|E_i|+|E_j|+E_j-E_i}{2}.
$$

This is $\varepsilon_{ij}$, since $E_j-E_i=|E_i-E_j|$; the final form is symmetric in $i$ and $j$. $\square$

For two states on the same side of the chemical potential, $\varepsilon_{ij}$ is the larger of $|E_i|$ and $|E_j|$. For states on opposite sides it is $|E_i|+|E_j|$. In both cases $|E_i|,|E_j|\le\varepsilon_{ij}$, so a bond with $s_{ij}\le\eta$ joins states with $|E|\le\eta kT$ at a distance $r\le\eta\xi/2$. These limits define the hopping band and the longest hop.

## Why the threshold controls the conductance

The sample is a resistor network whose conductances $e^{-s_{ij}}$ are spread over many powers of ten. Bonds with $s$ well below the threshold act almost as short circuits, but by themselves they form disconnected clusters. Current crossing the sample must also use bonds with $s$ near $\eta$ or above. Once those near $\eta$ are included a spanning path exists, and much weaker bonds add little in parallel. The bottlenecks thus have conductance of order $e^{-\eta}$, while the number and arrangement of the paths enter the prefactor. This is the physical argument for assumption 3, not a rigorous bound.

The assumption was tested by solving Kirchhoff's equations for random networks with constant density of states, taking each bond conductance as the bare $e^{-s_{ij}}$, without the factor $e^2\gamma/(kT)$ of Lemma 1. Between two temperatures the mean threshold rose from 9.33 to 15.95, and the mean $\ln G$ fell from $-7.96$ to $-15.48$. The slope is $-1.135$; the leading law gives $-1$. A prefactor that changes with temperature would produce such a difference, but the cause was not isolated. The sign of the deviation depends on the prefactor chosen. The two temperatures differ by a factor of nine, so restoring $1/(kT)$ at constant $\gamma$ raises the low-temperature $\ln G$ by $\ln 9=2.2$ relative to the high-temperature one and changes the slope to $-0.80$. At these values of $\eta$ the test supports the leading law only to about 20%.

## Proof of the theorem

Introduce scaled positions and energies for all states,

$$
\mathbf r=\frac{\eta\xi}{2}\,\mathbf x,\qquad E=\eta kT\,y .
$$

With $x_{ij}=|\mathbf x_i-\mathbf x_j|$, the condition $s_{ij}\le\eta$ becomes, after division by $\eta$,

$$
x_{ij}+\tfrac12\big(|y_i|+|y_j|+|y_i-y_j|\big)\le1. \tag{1}
$$

No physical parameter remains in (1). The parameters enter through the density of points.

**(a) Constant density.** The mean number of states in $d^3r\,dE$ is

$$
g_0\,dE\,d^3r=g_0(\eta kT)\left(\frac{\eta\xi}{2}\right)^3dy\,d^3x
=\lambda\,dy\,d^3x,\qquad
\lambda=\frac{g_0kT\xi^3\eta^4}{8}.
$$

Adding points can create connections under rule (1) but cannot remove any. There is therefore one threshold $\lambda_c$, a pure number taken to be finite and nonzero. Setting $\lambda=\lambda_c$ and $\beta_M=8\lambda_c$ gives

$$
\eta^4=\frac{\beta_M}{g_0kT\xi^3}=\frac{T_0}{T}.
$$

The fourth root and assumption 3 give part (a).

**(b) Quadratic density.** Now

$$
\alpha\left(\frac{\kappa}{e^2}\right)^3E^2\,dE\,d^3r
=\alpha\left(\frac{\kappa}{e^2}\right)^3(\eta kT)^3\left(\frac{\eta\xi}{2}\right)^3y^2\,dy\,d^3x
=\frac{\alpha\tau^3}{8}\,y^2\,dy\,d^3x,
$$

with the dimensionless combination

$$
\tau=\eta^2\,\frac{kT\kappa\xi}{e^2}. \tag{2}
$$

At the threshold $\alpha\tau^3/8$ equals another pure number $\lambda_c'$. Hence $\tau=\beta_{ES}=(8\lambda_c'/\alpha)^{1/3}$, and (2) gives

$$
\eta^2=\beta_{ES}\frac{e^2}{\kappa\xi kT}=\frac{T_{ES}}{T}.
$$

The square root gives part (b). $\square$

**Remark 1 (general power).** For $g=A|E|^m$ the same substitution gives a point density proportional to $A(\eta kT)^{m+1}(\eta\xi)^3$. At fixed $A$ and $\xi$ the threshold requires $\eta^{m+4}T^{m+1}$ to be constant, so

$$
\eta\propto T^{-p},\qquad p=\frac{m+1}{m+4}.
$$

The values $m=0$ and $m=2$ return $1/4$ and $1/2$. The depleted density leaves fewer states near the chemical potential, and $\eta$ then grows faster on cooling.

**Remark 2 (Mott's one-hop estimate).** The quarter power also follows from a single optimized hop. A sphere of radius $r$ contains one state, on average, in an energy interval $3/(4\pi r^3g_0)$. Taking this as the activation energy, minimize

$$
S(r)=\frac{2r}{\xi}+\frac{3}{4\pi g_0kT\,r^3}.
$$

Setting the derivative to zero gives

$$
\frac2\xi=\frac{9}{4\pi g_0kT\,r^4}\quad\Rightarrow\quad r^4=\frac{9\xi}{8\pi g_0kT}.
$$

This is a minimum because $S''>0$. By the first equality, the second term of $S$ equals $(r/3)(2/\xi)=2r/(3\xi)$ there. Thus $S=8r/(3\xi)$ and

$$
S^4=\left(\frac83\right)^4\frac{9}{8\pi}\,\frac1{g_0kT\xi^3}=\frac{18.11}{g_0kT\xi^3}.
$$

The estimate shows the competition directly: a longer hop costs overlap but offers a closer energy. It does not ensure that successive good hops join into a path, so its coefficient need not equal $\beta_M$.

## Why the Coulomb gap is quadratic

Part (b) takes $g\propto E^2$ as its premise. The premise comes from the stability of the ground state.

**Lemma 3.** In the ground state, every occupied state $i$ and empty state $j$ satisfy

$$
E_j-E_i-\frac{e^2}{\kappa r_{ij}}\ge0 .
$$

**Proof.** Let $n_k=0,1$ be the occupations, $\phi_k$ the disorder energies and $V_{kl}=e^2/(\kappa r_{kl})$. With a compensating background charge of one half per state, write $q_k=n_k-\tfrac12$ and

$$
H=\sum_k\phi_kn_k+\frac12\sum_{k\ne l}V_{kl}q_kq_l,\qquad
E_k=\phi_k+\sum_{l\ne k}V_{kl}q_l .
$$

For this proof the zero of energy is arbitrary, since only differences of $E_k$ appear. Moving an electron from $i$ to $j$ changes $q_i$ by $-1$ and $q_j$ by $+1$. The terms linear in these changes give $E_j-E_i$. The quadratic term is $\tfrac12(V_{ij}+V_{ji})(-1)(+1)=-V_{ij}$. Hence $\Delta H=E_j-E_i-V_{ij}$, which cannot be negative in a ground state. $\square$

The last term is the attraction between the moved electron and the hole it leaves. Enumeration of all configurations of a half-filled ten-site system confirmed both the formula and the inequality.

With the chemical potential between the occupied and empty levels, $E_j-E_i=|E_i|+|E_j|$. If both energies lie within $E$ of the chemical potential, the inequality requires

$$
r_{ij}\ge\frac{e^2}{2\kappa E}. \tag{3}
$$

Suppose $g\propto|E|^m$. The density of states within $E$ varies as $E^{m+1}$, so the typical spacing varies as $E^{-(m+1)/3}$. Its ratio to the distance required by (3) varies as

$$
\frac{E^{-(m+1)/3}}{E^{-1}}=E^{(2-m)/3}.
$$

For $m<2$ this ratio tends to zero as $E\to0$. States on opposite sides of the chemical potential would then be too close, unless their positions were specially arranged. This suggests $m\ge2$. If the depletion goes no further than stability demands, $m=2$. The density must then be built from $E$ and $e^2/\kappa$, and the combination with the dimension of inverse energy times inverse volume is $(\kappa/e^2)^3E^2$.

This is a scaling argument, not a proof. Inequality (3) does not restrict two occupied states, or two empty ones, so strong spatial clustering could evade it. The saturation $m=2$ is also an assumption.

**Remark 3 (attraction and correlations).** Lemma 3 shows that a hop between opposite sides is cheaper by $e^2/(\kappa r)$, a term absent from rule (1). Divided by $\eta kT$ at $r=\eta\xi x/2$, it is

$$
\frac{e^2}{\kappa r\,\eta kT}=\frac{2e^2}{\kappa\xi\,\eta^2kT\,x}=\frac{2}{\tau x}.
$$

It depends on the physical parameters through the same $\tau$. Position correlations whose length at energy $E$ scales as $e^2/(\kappa E)$ have this property too, because

$$
\frac{e^2/(\kappa\eta kT|y|)}{\eta\xi/2}=\frac{2}{\tau|y|}.
$$

The threshold is still a fixed value of $\tau$. Under this scale invariance, attraction and correlations change $\beta_{ES}$ but leave the exponent at one half.

## Numerical thresholds

Thresholds were computed directly from the exponents $s_{ij}$ of random networks, without using either law. Over a ninefold range of temperature the constant density gave a fitted power of 0.236. Over a fourfold range the quadratic density gave 0.488. The tests required agreement with $1/4$ within 0.04 and with $1/2$ within 0.06.

The coefficients are less certain. From the highest to the lowest temperature, $\beta_M$ went from 17.1 to 15.1 and $\beta_{ES}$ (for $\alpha=1$) from 7.52 to 7.28. Each value is a mean over five networks. The sample scatter implies standard errors of about 0.7 and 1.3 for the two values of $\beta_M$, and about 0.07 and 0.09 for those of $\beta_{ES}$, so the change in $\beta_M$ is not resolved from scatter. The change in $\beta_{ES}$ is about two standard errors, but errors estimated from five networks are themselves uncertain, so no drift is established there either. The longest hop grows on cooling while the box stays 60 localization lengths long. Finite size can therefore affect the thresholds differently at different temperatures, but its effect was not measured. No extrapolation to an infinite box was made, so the infinite-network values of the coefficients are not determined here. The computed $\beta_{ES}$ belongs to a network without attraction or position correlations, so by Remark 3 it is not the coefficient of the interacting system. The difference is large: the attraction lowers activation energies, and the value commonly quoted for the interacting system is about 2.8, less than half the computed one. The example below keeps the computed values and therefore illustrates the scales, not a precise prediction.

## Range of validity and a worked example

Let the quadratic density join the constant $g_0$ at the gap edge $\Delta$. Then

$$
\alpha\left(\frac{\kappa}{e^2}\right)^3\Delta^2=g_0
\quad\Rightarrow\quad
\Delta=\sqrt{\frac{g_0}{\alpha}}\left(\frac{e^2}{\kappa}\right)^{3/2}.
$$

Under rule (1) the one-half law is derived for $\eta kT<\Delta$. With the attraction of Remark 3, close pairs on opposite sides of the chemical potential can bond with energies beyond $\eta kT$, so this condition gives the scale of the limit rather than a sharp value. Mott's law needs $\eta kT$ well above $\Delta$, yet still inside the region of roughly constant $g_0$. Between these limits neither pure power is justified.

Take the round values $\xi=30$ nm, $\epsilon_r=12$, $g_0=10^{18}\ \mathrm{eV^{-1}cm^{-3}}=10^{-3}\ \mathrm{eV^{-1}nm^{-3}}$ and $\alpha=1$. The Coulomb energy at distance $\xi$ is 4.00 meV, so $e^2/\kappa=0.120$ eV nm.

These are model values and do not describe a lightly doped crystal with hydrogenic donors. A donor of radius $\xi$ would bind its electron by only $e^2/(2\kappa\xi)=2.0$ meV, less than the band half-width of 4.5 meV found below at 10 K, so excitation out of the impurity states could not be ignored. That band would also hold $N=2g_0\eta kT\simeq9\times10^{15}$ states per cm³, which gives $N^{1/3}\xi\simeq0.6$. Hydrogenic donors become metallic already near 0.26. The example therefore shows how the formulas are used; for a real material, $\xi$, $\epsilon_r$ and $g_0$ must be taken from the same sample.

The gap edge is

$$
\Delta=\sqrt{10^{-3}}\,(0.120)^{3/2}\ \mathrm{eV}=1.31\ \mathrm{meV}.
$$

The two characteristic energies are

$$
kT_0=\frac{17.1}{10^{-3}\times30^3}\ \mathrm{eV}\simeq0.63\ \mathrm{eV},\qquad
kT_{ES}=7.52\times4.00\ \mathrm{meV}=30.1\ \mathrm{meV},
$$

or $T_0\simeq7300$ K and $T_{ES}\simeq350$ K.

**At 10 K**, Mott's law gives $\eta=(7300/10)^{1/4}=5.2$ and $e^{-\eta}=5.5\times10^{-3}$. The longest hop is $\eta\xi/2=78$ nm. The band half-width $\eta kT=4.5$ meV is 3.4 times $\Delta$. The gap still removes some states: with $g=g_0(E/\Delta)^2$ inside it, the missing fraction of the band is

$$
\frac{2g_0(\Delta-\Delta/3)}{2g_0\,\eta kT}=\frac{2\Delta}{3\eta kT}\simeq0.2 .
$$

This fraction understates the effect, because the missing states lie nearest the chemical potential and have the smallest activation energies. The joined density is nowhere larger than $g_0$ and nowhere larger than the quadratic form, and removing points cannot create connections under rule (1). The threshold is therefore at least the larger of the values given by the two laws. The one-half formula gives $(350/10)^{1/2}=5.9$, so for the network of rule (1), with these coefficients, $\eta\ge5.9$ and the Mott value is low by at least 0.7. This bound does not carry over to the interacting system, because the attraction omitted from rule (1) creates additional bonds and lowers the threshold. With the computed coefficients the two formulas are equal at $T=T_{ES}^2/T_0\simeq17$ K, and below that temperature the one-half formula gives the larger lower bound, so in this model 10 K lies in the crossover where neither pure power is justified. The crossing varies as $\beta_{ES}^2$: with $\beta_{ES}=2.8$ one has $T_{ES}\simeq130$ K and a crossing near 2 K. Since $\eta$ is only moderately large, the undetermined prefactor also matters.

**At 0.3 K**, the one-half law gives $\eta=(350/0.3)^{1/2}=34$ and $e^{-\eta}=1.5\times10^{-15}$. The longest hop is about 510 nm, and the half-width is 0.88 meV, inside the gap. These numbers are sensitive to the coefficient: $\beta_{ES}=2.8$ would give $\eta\simeq21$ and $e^{-\eta}\simeq10^{-9}$, and would move the limit found next from 0.67 K to about 1.8 K. The half-width reaches $\Delta$ when $\sqrt{kT\,kT_{ES}}=\Delta$, that is, at

$$
T=\frac{\Delta^2}{k\,(kT_{ES})}\simeq0.67\ \mathrm{K}.
$$

On cooling, the Mott half-width $\eta kT$ shrinks as $T^{3/4}$. If the interaction is unscreened and the gap forms as argued above, the half-width eventually meets the gap, and Mott's law cannot persist to the lowest temperatures. If a nearby metal screens the interaction at long distance, inequality (3) fails at small $E$, and the premise of the one-half law fails with it. At the other end, the constant density assumed in part (a) stops at the edges of the impurity band. Once $\eta kT$ exceeds the distance from the chemical potential to the nearer edge, that assumption no longer holds throughout the hopping band, and the derivation no longer guarantees the quarter power.

## Calculated quantities

```
One-hop coefficient of Mott's law: 18.11 (pure number)
Smallest electron-move cost, 10-site system: 0.0583 (model unit)
Samples per temperature: 5; box length: 60 xi
Constant density g0 in network: 0.0235 (1/(W xi^3))
Constant g: kT = 0.090 W, eta = 9.48, sample s.d. = 0.21, beta_M = 17.1
Constant g: kT = 0.030 W, eta = 12.18, sample s.d. = 0.38, beta_M = 15.5
Constant g: kT = 0.010 W, eta = 15.93, sample s.d. = 0.74, beta_M = 15.1
Fitted power, constant g: 0.236 (pure number)
Quadratic g: kT = 0.036 e^2/(kappa xi), eta = 14.45, sample s.d. = 0.14, beta_ES = 7.52
Quadratic g: kT = 0.018 e^2/(kappa xi), eta = 20.13, sample s.d. = 0.35, beta_ES = 7.29
Quadratic g: kT = 0.009 e^2/(kappa xi), eta = 28.45, sample s.d. = 0.38, beta_ES = 7.28
Fitted power, quadratic g: 0.488 (pure number)
Kirchhoff, kT = 0.09 W: eta = 9.33, ln G = -7.96
Kirchhoff, kT = 0.01 W: eta = 15.95, ln G = -15.48
Slope of ln G against eta: -1.135 (pure number)
Example localization length: 30 nm
Example relative permittivity: 12
Example density g0: 1.0e+18 1/(eV cm^3)
Example gap coefficient alpha: 1.0
Coefficients used: beta_M = 17.1, beta_ES = 7.52
Coulomb energy at distance xi: 4.000 meV
Mott temperature T0: 7333 K = 0.632 eV
Efros-Shklovskii temperature: 349 K = 30.1 meV
Gap edge Delta: 1.314 meV
Temperature where the ES band reaches Delta: 0.666 K
Mott at 10.0 K: eta = 5.20, exp(-eta) = 5.50e-03
Mott longest hop: 78.1 nm
Mott band half-width: 4.484 meV
ES at 0.3 K: eta = 34.11, exp(-eta) = 1.53e-15
ES longest hop: 511.7 nm
ES band half-width: 0.882 meV
```
